# Profile and centre of the 1s–2p line in one-electron ions, part 1

(Sections cited here and not found follow in the second part.)

**Problem: Low's line profile and the centre of a spectral line**

A one-electron ion with a point, spinless, infinitely heavy nucleus of charge $Z$ is in its ground state $1s$ (energy $E_1$) and scatters a single photon of frequency $\omega=ck$ near the $1s$–$2p$ line. The total energy is $E=E_1+\hbar\omega$. The coupling is $V=-\mathbf d\cdot\mathbf E$ (electric dipole), matrix elements are those of the Schrödinger theory, and electron spin is ignored until part (f). The $p$ states with $m=0$ have energies $E_n=E_1+\hbar\omega_n$ (continuum included) and real dipoles $d_n=\langle n|d_z|1s\rangle$. The $2p$ level carries the label $a$, with $d\equiv d_a$. The symbol $\alpha$ is the fine-structure constant, and $\alpha(\omega)$ with an argument is the polarizability.

**(a) Find the cross section in terms of the dipole amplitude, and its lowest order.**

*Solution.* In a box $L^3$ a mode $(\mathbf k,\boldsymbol\epsilon)$ couples $1s$ to a $p$ state with strength $\sqrt{\hbar\omega/2\varepsilon_0L^3}\;\boldsymbol\epsilon\cdot\mathbf d$, and there are $L^3\omega^2d\omega\,d\Omega/(2\pi c)^3$ modes per polarization. The initial and final atomic states are spherical, so the transition matrix is $(\hbar\omega/2\varepsilon_0L^3)\,M\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon$ with a scalar $M$. The golden rule divided by the flux $c/L^3$ gives
$$\frac{d\sigma}{d\Omega}=\frac{2\pi}{\hbar^2}\Big(\frac{\hbar\omega}{2\varepsilon_0}\Big)^2\frac{\omega^2|M|^2}{(2\pi)^3c^4}|\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon|^2=|f|^2,\qquad f=-\frac{k^2M}{4\pi\varepsilon_0}\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon .$$
The sum of $|\boldsymbol\epsilon'\cdot\hat z|^2$ over the two polarizations is $\sin^2\theta$, whose angular integral is $8\pi/3$. The squared coupling of $p$ states to $1s+\gamma$ per unit photon energy is therefore $d_nd_mF(\omega)$ with
$$F(\omega)=\frac{\hbar\omega}{2\varepsilon_0}\,\frac{\omega^2}{\hbar(2\pi c)^3}\,\frac{8\pi}{3}=\frac{k^3}{6\pi^2\varepsilon_0}.$$
Only the mode combination with this angular pattern couples, so for each $m$ there is one channel. Its energy-normalized transition element is $FM$, and $S=1-2\pi iFM$. Define $t=-\pi FM=-k^3M/6\pi\varepsilon_0$. Then
$$S=1+2it,\qquad f=\frac{3}{2k}\,t\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon,\qquad\sigma=\frac{9}{4k^2}\frac{8\pi}{3}|t|^2=\frac{6\pi}{k^2}|t|^2 .$$
In second order either the photon is absorbed first (intermediate energy $E_n$, the direct diagram) or the final photon is emitted first (intermediate energy $E_n+2\hbar\omega$, the crossed diagram). The denominators are $E-E_n=\hbar(\omega-\omega_n)$ and $-\hbar(\omega_n+\omega)$, so $M=-\alpha(\omega)$ with the Kramers–Heisenberg polarizability
$$\alpha(\omega)=\frac1\hbar\sum_nd_n^2\Big[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\Big].$$
This diverges at $\omega=\omega_a$, whereas $|S|\le1$ requires $|t|\le1$.

**(b) Insert the electron self-energy $N$ times into the direct diagram, sum over $N$ keeping only level $a$, and find the profile.**

*Solution.* Let $\Sigma(E)$ be the renormalized self-energy of the bound electron, the sum of all pieces that cannot be split by cutting the electron line alone. At one loop the intermediate states are an atomic state plus a photon. Near $E_a$ only $1s+\gamma$ can be on the energy shell ($2s$ is degenerate with $2p$ here and has no phase space). With $1/(y+i0)=P(1/y)-i\pi\delta(y)$,
$$\Sigma_{nm}(E)=\Delta_{nm}(E)-i\pi F(\omega)\,d_nd_m ,$$
where the real symmetric $\Delta$ collects principal values and closed channels; $\Delta_{aa}$ is the Lamb shift and is taken as given. With $G_0=(E-H_0)^{-1}$, the $N$-fold insertion is $G_0(\Sigma G_0)^N$. Restricted to level $a$ it is $(E-E_a)^{-1}[\Sigma_{aa}/(E-E_a)]^N$. Each insertion is small in $\alpha$ but adds a resonant denominator, so the geometric series converges only for $|E-E_a|>|\Sigma_{aa}|$. There its sum is $1/(E-E_a-\Sigma_{aa})$. This form also solves the Dyson equation $G=G_0+G_0\Sigma G$, which holds without expansion, so it is valid inside the line as well.

Set $\hbar\omega_0=E_a+\Delta_{aa}-E_1$, $x=\omega-\omega_0$, and $\hbar\Gamma/2=\pi F(\omega_0)d^2$, that is $\Gamma=\omega_0^3d^2/(3\pi\varepsilon_0\hbar c^3)$. With all slowly varying factors frozen at $\omega_0$, $M=d^2/[\hbar(x+i\Gamma/2)]$, and
$$t=\frac{-\Gamma/2}{x+i\Gamma/2},\qquad\sigma=\frac{6\pi}{k_0^2}\,\frac{\Gamma^2/4}{x^2+\Gamma^2/4}.$$
This is Low's profile: a Lorentzian centred on the Lamb-shifted frequency, with full width $\Gamma$ and peak at the unitarity limit $|t|=1$.

For the Coulomb field, with $r$ in units of $a_0/Z$, the radial functions are $2re^{-r}$ and $r^2e^{-r/2}/\sqrt{24}$, the angular factor is $1/\sqrt3$, and $\int_0^\infty r^4e^{-3r/2}dr=4!\,(2/3)^5$. Hence $d=\frac{2\cdot24\cdot32}{243\sqrt{72}}=\frac{256}{243\sqrt2}$ and $d^2=2^{15}/3^{10}=0.554929$ in units $(ea_0/Z)^2$. With $\omega_0=\frac38(Z\alpha)^2mc^2/\hbar$, $a_0=\hbar/\alpha mc$ and $e^2=4\pi\varepsilon_0\hbar c\alpha$,
$$\Gamma=\frac43\cdot\frac{27}{512}\cdot\frac{2^{15}}{3^{10}}\,\alpha(Z\alpha)^4\frac{mc^2}{\hbar}=\Big(\frac23\Big)^8\alpha(Z\alpha)^4\frac{mc^2}{\hbar}.$$

**(c) Keep all levels in the direct diagram. Locate the pole of $G$ to second order in $\Sigma$, and decide whether each level may be resummed separately.**

*Solution.* Now $G=[E-H_0-\Sigma(E)]^{-1}$ is a matrix. Continue it from $E+i0$ to complex $z$ below the real axis. Eliminating the components $n\ne a$ from $[z-H_0-\Sigma(z)]\psi=0$ gives $\psi_n\approx\Sigma_{na}\psi_a/(z-E_n)$, and so $z=E_a+\Sigma_{aa}(z)+\sum_{n\neq a}\Sigma_{an}\Sigma_{na}/(z-E_n)+O(\Sigma^3)$. Expanding $\Sigma_{aa}(z)$ about $E_a$ with $z-E_a\approx\Sigma_{aa}$,
$$z=E_a+\Sigma_{aa}+\Sigma_{aa}\Sigma'_{aa}+\sum_{n\ne a}\frac{\Sigma_{an}\Sigma_{na}}{E_a-E_n}+O(\Sigma^3).$$
No external vertex enters this condition, so the pole is the same for every process that passes through the level. Products of two imaginary parts are real. Since $F\propto\omega^3$, $\operatorname{Im}\Sigma'_{aa}=-3\Gamma/2\omega_0$, and with $s\equiv\Gamma^2/4\omega_0$,
$$\Big(-\frac{i\hbar\Gamma}2\Big)\Big(-\frac{3i\Gamma}{2\omega_0}\Big)=-3\hbar s,\qquad\frac{(-i\pi Fd\,d_n)^2}{E_a-E_n}=\frac{(\hbar\Gamma/2)^2d_n^2}{d^2\,\hbar(\omega_n-\omega_0)}=\hbar s\,\frac{\omega_0d_n^2}{d^2(\omega_n-\omega_0)} .$$
The real part of the pole thus contains squared widths divided by level distances.

For unitarity write $G^{-1}=A^{-1}+i\pi F\,\mathbf d\mathbf d^T$ with $A=(E-H_0-\Delta)^{-1}$ real. Multiplying by $A$ on the left and $G$ on the right gives $G=A-i\pi FA\mathbf d\mathbf d^TG$. Sandwiching between $\mathbf d^T$ and $\mathbf d$, with $R=\mathbf d^TA\mathbf d$, gives $M=R-i\pi FRM$. With the real quantity $K=-\pi FR$,
$$t=\frac K{1-iK},\qquad S=\frac{1+iK}{1-iK}=e^{2i\delta},\qquad K=\tan\delta .$$
The matrix sum is unitary. If $\Sigma_{ab}$ is dropped for two levels, the amplitudes $t$ add instead, and $S=S_a+S_b-1$ with each $S_n=e^{2i\delta_n}$. Near level $a$, $\tan\delta_b\approx\eta=\pi Fd_b^2/(E_b-E)$ (the shift $\Delta_{bb}$, dropped here, rescales $\eta$ by the small relative amount $-\Delta_{bb}/(E_b-E)$ and so only modifies the coefficient of $\sin2\delta_a$ below) and $S_b-1=2i\eta-2\eta^2+\dots$, so
$$|S|^2=1+2\operatorname{Re}[S_a^*(S_b-1)]+|S_b-1|^2=1+4\eta\sin2\delta_a+4\eta^2(1-\cos2\delta_a)+\dots$$
At the half-maximum points $\delta_a\approx\pi/4,\,3\pi/4$ and $|S|-1\approx\pm2\eta$: probability is created on one flank and lost on the other. The exact peak, the pole of the matrix $K$, lies $\Delta_{ab}^2/(E_b-E_a)$ below the point $\delta_a=\pi/2$, because the real matrix $A$ contains $\Delta_{ab}$. There $\sin2\delta_a\approx2\cot\delta_a=4\Delta_{ab}^2/[\hbar\Gamma(E_b-E_a)]=2\eta\,\Delta_{ab}^2/(\pi Fd\,d_b)^2$ is of order $\eta$, and the defect $|S|-1\approx4\eta^2[1+\Delta_{ab}^2/(\pi Fd\,d_b)^2]$ is of second order.

The numerical check uses a model with levels at $1.0$ and $1.5$ in an energy unit u, $d_n^2\to0.004,\,0.006$, $F=w^3e^{-w^2}$ for photon energy $w$, and $\Sigma_{nm}=d_nd_m\int F\,dw/(E+i0-w)$. The explicit series in $V$ matches the Dyson result at detuning $0.05$ u, where its spectral radius is $0.2925$; at $0.001$ u the radius is $2.251$ and the series diverges. Phases read from diagonalizing the Hamiltonian with a discretized continuum reproduce the matrix $S$ to $6.7\times10^{-12}$. With $\eta=0.01378$ at the peak, so $2\eta=0.0276$, the diagonal sum gives $|S|-1=+0.02733$ and $-0.02813$ on the flanks and $9.3\times10^{-4}$ at the peak. The pole from complex scaling leaves a residual against the formula for $z$ that falls by $8.135$ when both $d_n^2$ are halved (third order gives 8), and by $4.039$ if the off-diagonal term is omitted (second order gives 4).

**(d) Include the crossed diagram, and expand $K$ about its pole. Examine the gauge dependence of the terms.**

*Solution.* Let $W(E)$ be the sum of all $1s+\gamma\to1s+\gamma$ diagrams with no $1s+\gamma$ intermediate state; its lowest order is the direct plus the crossed term. It is Hermitian for real $E$ when the other open continua are neglected: $1s+3\gamma$, suppressed by two further dipole emissions (each of relative order $\Gamma/\omega_0\sim\alpha(Z\alpha)^2$), and $2s+\gamma$, whose phase space within the line is suppressed by $(\Gamma/\omega_0)^3$. The full amplitude obeys $T=W+W(P-i\pi\delta)T$, where $P$ and $\delta$ are the two parts of the one-photon propagator. Moving the principal value to the left, $(1-WP)T=W(1-i\pi\delta T)$, so $T=\mathcal R(1-i\pi\delta T)$ with the Hermitian $\mathcal R=(1-WP)^{-1}W$. On shell this is the Heitler equation, again $M=R-i\pi FRM$, with $R=-\alpha(\omega)$ at lowest order. The principal-value iterations move the real pole of $R$ to the Lamb-shifted $\omega_0$, now defined as that pole. They change residue and background by a relative amount of order (shift)/(level distance), by power counting $\alpha(Z\alpha)^4/(Z\alpha)^2$ up to a logarithm; relativistic and retardation corrections are of relative order $(Z\alpha)^2$. Neglecting both,
$$K(\omega)=\frac{k^3\alpha(\omega)}{6\pi\varepsilon_0},\qquad\sigma=\frac{6\pi}{k^2}\sin^2\delta=\frac{6\pi}{k^2}\frac1{1+\cot^2\delta}.$$
Far from resonance $t\to K$ and Rayleigh scattering is recovered. The model of part (c) has no crossed term, so its inclusion rests on this argument alone.

Write $\alpha(\omega)=-d^2/\hbar x+\alpha_{nr}+O(x)$, where $\alpha_{nr}$ is $\alpha(\omega_0)$ without the singular term, and $\pi F=(\hbar\Gamma/2d^2)(1+3x/\omega_0+\dots)$. The product is
$$K=-\frac\Gamma{2x}+b+O\Big(\frac{\Gamma x}{\omega_0^2}\Big),\qquad b=\frac{\Gamma}{2\omega_0}(C-3),\qquad C=\frac{\hbar\omega_0\,\alpha_{nr}}{d^2},$$
so $b\Gamma/2=s(C-3)$. The $-3$ and the direct part of $C$ are the two terms found in (c). The counter-rotating part of $C$ corresponds, in the language of $\Sigma$, to the crossed two-loop diagram with both $1s+\gamma$ states on shell. The scale is
$$s=\frac{(2/3)^{16}\alpha^2(Z\alpha)^8}{\frac32(Z\alpha)^2}\frac{mc^2}\hbar=\Big(\frac23\Big)^{17}\alpha^2(Z\alpha)^6\frac{mc^2}{\hbar}.$$
The unit of $\alpha_{nr}$ is $4\pi\varepsilon_0a_0^3/Z^4=e^2a_0^2/(E_hZ^4)$, and $\hbar\omega_0=\frac38Z^2E_h$, so $Z$ cancels in $C$. The program evaluates $\alpha_{nr}$ from a Sturmian series for the Coulomb resolvent and from a sum over the eigenstates of the $p$-wave Hamiltonian in 40 Laguerre functions; they agree within $10^{-8}$ relative on $\alpha_{nr}=4.2994236$, of which $1.1979296$ is counter-rotating. Then $C=0.375\times4.2994236/0.554929=2.90539$ and $C-3=-0.09461$.

For the velocity gauge use $\omega^2\,\frac{2\omega_n}{\omega_n^2-\omega^2}=\frac{2\omega_n^3}{\omega_n^2-\omega^2}-2\omega_n$ and the Thomas–Reiche–Kuhn sum $\sum_n2\omega_nd_n^2/\hbar=e^2/m$, which is the ground-state average of $[z,[H_0,z]]=\hbar^2/m$. Then
$$K=\frac{\omega}{6\pi\varepsilon_0c^3}\Big\{\frac1\hbar\sum_n\omega_n^2d_n^2\Big[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\Big]-\frac{e^2}m\Big\},$$
which is the $\mathbf p\cdot\mathbf A$ amplitude with its $A^2$ term, since $|\langle n|p_z|1s\rangle|=m\omega_n|d_n|/e$. The prefactor is now linear in $\omega$, so the slope of the width contributes $-1$ in place of $-3$, and the background changes to compensate because $K$ is the same function. Only the sum $b$ has meaning; the program obtains $-0.0946122$ from directly computed momentum matrix elements.

The resummed amplitude is unitary when all levels are kept together, and near the line it is fixed by a real function $K$ with a pole at the Lamb-shifted frequency and a small background $b$. It remains to find where the complex pole, the maximum and the half-maximum midpoint lie, to add electron spin, and to evaluate the shifts for He$^+$.
